# The on-top pair density and stretched H2+ in pair-density functional theory

## The question and its conventions

Multiconfiguration pair-density functional theory takes the density and the on-top pair density from a wave function and computes an energy from them. This question examines what the method does when there is one electron.

Rydberg units are used: lengths are in bohr, energies in rydberg (Ry), $\hbar^2/2m=1$ and $e^2=2$. The nuclei are fixed and the treatment is nonrelativistic. For two protons a distance $R$ apart, the one-electron Hamiltonian and the proton repulsion are

$$h=-\nabla^2-\frac{2}{r_A}-\frac{2}{r_B},\qquad V_{nn}=\frac{2}{R}.$$

The operator $\psi_\sigma(\mathbf r)$ removes an electron of spin $\sigma$ at $\mathbf r$. The on-top pair density, with each pair counted once, is

$$\Pi(\mathbf r)=\langle\Psi|\psi_\alpha^\dagger\psi_\beta^\dagger\psi_\beta\psi_\alpha|\Psi\rangle ,$$

with all operators at the same point $\mathbf r$. The energy is

$$E=\langle h\rangle+V_{nn}+J[\rho]+E_{\rm ot}[\rho,\Pi],\qquad J[\rho]=\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

The usual factor $\tfrac12$ in $J$ has cancelled against $e^2=2$.

A translated functional $E_{\rm ot}$ is made from a parent $E_{xc}[\rho_\alpha,\rho_\beta]$, which depends on the spin densities and possibly their gradients and is unchanged when $\alpha$ and $\beta$ are exchanged. The parent is evaluated with

$$\tilde\rho_{\alpha,\beta}=\frac{\rho}{2}(1\pm\zeta),\qquad \nabla\tilde\rho_{\alpha,\beta}\to\frac{\nabla\rho}{2}(1\pm\zeta),\qquad X=\frac{4\Pi}{\rho^2},$$

where $\zeta=\sqrt{1-X}$ if $X\le1$ and $\zeta=0$ if $X>1$. The arrow means that the right-hand side is used in place of the gradient.

## Part (a): the on-top density

**Question.** Find $\Pi(\mathbf r)$ for an arbitrary pure one-electron state. Find it also for a determinant with one $\alpha$ electron in orbital $u$ and one $\beta$ electron in orbital $v$, and say what the translation then gives. Does the value found for one electron identify a one-electron system?

**Model answer.** Any pure one-electron state can be written

$$|\Psi\rangle=\sum_\sigma\int f_\sigma(\mathbf r')\,\psi_\sigma^\dagger(\mathbf r')|0\rangle\,d\mathbf r' .$$

The anticommutation rule gives

$$\psi_\alpha(\mathbf r)\psi^\dagger_\sigma(\mathbf r')|0\rangle=\delta_{\alpha\sigma}\delta(\mathbf r-\mathbf r')|0\rangle-\psi^\dagger_\sigma(\mathbf r')\psi_\alpha(\mathbf r)|0\rangle .$$

The last term is zero because there is no electron to remove from the vacuum. Hence $\psi_\alpha(\mathbf r)|\Psi\rangle=f_\alpha(\mathbf r)|0\rangle$. A second removal gives $\psi_\beta(\mathbf r)\psi_\alpha(\mathbf r)|\Psi\rangle=0$. Since $\Pi$ is the squared norm of this vector,

$$\Pi(\mathbf r)=\|\psi_\beta(\mathbf r)\psi_\alpha(\mathbf r)\Psi\|^2=0\quad\text{at every }\mathbf r .$$

Nothing was assumed about the shape of $f_\sigma$ or the direction of the spin. Enlarging the active space may improve $f_\sigma$, but it cannot make $\Pi$ differ from zero. Physically, $\Pi$ measures the chance of finding two electrons of opposite spin at one point, and here there is no second electron.

For the two-electron determinant, removing the $\alpha$ electron leaves a factor $u(\mathbf r)$, and removing the $\beta$ electron leaves a factor $v(\mathbf r)$. Therefore

$$\Pi=|u|^2|v|^2=\rho_\alpha\rho_\beta .$$

With $\rho=\rho_\alpha+\rho_\beta$,

$$1-X=\frac{(\rho_\alpha+\rho_\beta)^2-4\rho_\alpha\rho_\beta}{\rho^2}=\frac{(\rho_\alpha-\rho_\beta)^2}{\rho^2},\qquad \zeta=\frac{|\rho_\alpha-\rho_\beta|}{\rho}.$$

The translation thus returns the larger spin density as $\tilde\rho_\alpha$ and the smaller as $\tilde\rho_\beta$. This confirms that the factor 4 in $X$ fits the chosen normalisation of $\Pi$.

A vanishing $\Pi$ does not identify a one-electron system. If two electrons both have spin $\alpha$, then $\psi_\beta$ finds nothing to remove and $\Pi=0$ again.

## Part (b): the functional that remains

**Question.** Insert the one-electron result into the translated functional. Compare the energy with that of Kohn-Sham theory, and find the error relative to the exact energy expectation value of the same state. Under what condition on the parent does the error vanish for every one-electron state?

**Model answer.** Wherever $\rho>0$, $\Pi=0$ gives $X=0$ and $\zeta=1$. Thus

$$\tilde\rho_\alpha=\rho,\quad \tilde\rho_\beta=0,\quad \nabla\tilde\rho_\alpha\to\nabla\rho,\quad \nabla\tilde\rho_\beta\to0 .$$

Points with $\rho=0$ contribute nothing to the functionals considered here. It follows that

$$E_{\rm ot}[\rho,0]=E_{xc}[\rho,0].$$

On the left the second argument is the on-top density; on the right it is the $\beta$ spin density.

Let the electron occupy a normalised orbital $\varphi$. The fully polarised Kohn-Sham energy evaluated with this orbital is

$$E_{\rm KS}[\varphi]=\langle\varphi|h|\varphi\rangle+\frac2R+J[\rho]+E_{xc}[\rho,0],\qquad \rho=|\varphi|^2 .$$

This is the pair-density energy term by term. The equality holds for a given orbital. A self-consistent Kohn-Sham calculation would go on to vary $\varphi$, and its minimum could only be equal or lower.

The true Hamiltonian of one electron has no electron-electron repulsion, so the exact expectation value is $\langle h\rangle+2/R$. Subtracting it gives the error

$$\Delta[\rho]=J[\rho]+E_{xc}[\rho,0].$$

The first term is the repulsion of the electron's density with itself, and the second ought to cancel it. The error vanishes for every one-electron state if and only if $E_{xc}[\rho,0]=-J[\rho]$ for every one-electron density. A parent with this property has no delocalisation error in H$_2^+$. The vanishing of $\Pi$ therefore does not create the error; it passes on whatever error the polarised parent has.

## Part (c): one hydrogen atom

**Question.** The local spin-density (LSDA) exchange functional is

$$E_x[\rho_\alpha,\rho_\beta]=-\frac32\left(\frac6\pi\right)^{1/3}\int\left(\rho_\alpha^{4/3}+\rho_\beta^{4/3}\right)d\mathbf r .$$

Using it as the parent, without correlation, find $\Delta$ for the hydrogen ground-state density $\rho_H=e^{-2r}/\pi$.

**Model answer.** The charge inside radius $r$ is

$$N(r)=\int_0^r4s^2e^{-2s}\,ds=1-e^{-2r}(1+2r+2r^2),$$

as differentiation confirms. In $J$, the regions $r'<r$ and $r'>r$ contribute equally. In the first, the inner charge acts as if it were at the centre. Therefore

$$J_H=2\int_0^\infty4\pi r^2\rho_H(r)\frac{N(r)}r\,dr
=8\int_0^\infty re^{-2r}N(r)\,dr .$$

Using $\int_0^\infty r^ne^{-ar}dr=n!/a^{n+1}$,

$$J_H=8\left[\frac14-\left(\frac1{16}+\frac1{16}+\frac3{64}\right)\right]=8\cdot\frac5{64}=\frac58\ \text{Ry}.$$

For the exchange energy,

$$\int\rho_H^{4/3}d\mathbf r=\frac{4\pi}{\pi^{4/3}}\int_0^\infty r^2e^{-8r/3}dr
=\frac4{\pi^{1/3}}\cdot2\left(\frac38\right)^3=\frac{27}{64\,\pi^{1/3}} .$$

Multiplication by the prefactor gives

$$E_{x,H}=-\frac{81}{128}\left(\frac6{\pi^2}\right)^{1/3}=-0.5361\ \text{Ry}.$$

The error is $\Delta=0.6250-0.5361=0.0889$ Ry. LSDA exchange cancels too little of the self-repulsion, so the atom's energy is too high.

## Part (d): one electron shared by two distant protons

**Question.** Let $\varphi_A$ and $\varphi_B$ be hydrogen 1s orbitals on two distant protons, and let

$$\varphi=\sqrt q\,\varphi_A+\sqrt{1-q}\,\varphi_B,\qquad 0\le q\le1 .$$

Show that the exact energy becomes independent of $q$ at large $R$. Find $\Delta(q,R)$ for LSDA exchange, locate its minimum over $q$ at infinite separation, and evaluate the delocalisation error, defined here as $\Delta(\tfrac12,\infty)-\Delta(1,\infty)$.

**Model answer.** At large $R$ the overlap of the two orbitals is exponentially small. The lowest even and odd orbitals are then $\varphi_{g,u}=(\varphi_A\pm\varphi_B)/\sqrt2$, with total energies $E_g$ and $E_u$. The weight of $\varphi_u$ in $\varphi$ is

$$c_u^2=\tfrac12\left(\sqrt q-\sqrt{1-q}\right)^2 .$$

There is no cross term in the energy because $\varphi_g$ and $\varphi_u$ have different symmetry. Hence

$$E_{\rm exact}(q)=E_g+c_u^2\,(E_u-E_g).$$

Both levels tend to the energy of a hydrogen atom plus a distant proton, $-1$ Ry. No term in $1/R$ survives in them: a spherical electron cloud on one proton is attracted to the other with energy $-2/R$, which cancels $V_{nn}=2/R$. Their difference tends to zero, and so does the dependence on $q$.

With the overlap neglected, $\rho=q\rho_A+(1-q)\rho_B$. Inserting this in $J$ gives two self-terms and two equal cross terms:

$$J=q^2J_H+(1-q)^2J_H+2q(1-q)\iint\frac{\rho_A(\mathbf r)\rho_B(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .$$

For two separate spherical unit charges the last integral is $1/R$. In the exchange energy each region contributes alone, and scaling a density by $q$ scales its exchange energy by $q^{4/3}$. Therefore

$$\Delta(q,R)=\left[q^2+(1-q)^2\right]J_H+\left[q^{4/3}+(1-q)^{4/3}\right]E_{x,H}+\frac{2q(1-q)}R .$$

This formula neglects overlap and the slight distortion of each atom by the distant charge.

At $R=\infty$ the derivative is

$$\Delta'(q)=2(2q-1)J_H-\frac43|E_{x,H}|\left[q^{1/3}-(1-q)^{1/3}\right].$$

It vanishes at $q=\tfrac12$. To see that this is the lowest point, take $q>\tfrac12$ and write $s=2q-1$, so that $0<s\le1$. Call the last bracket $g(s)$. Then $g(0)=0$, $g(1)=1$, and

$$\frac{d^2g}{ds^2}=\frac1{18}\left[(1-q)^{-5/3}-q^{-5/3}\right]>0\quad\text{for }\tfrac12<q<1 .$$

A convex curve lies on or below its chord, so $g(s)\le s$ and

$$\Delta'(q)\ge s\left(2J_H-\tfrac43|E_{x,H}|\right)=s\,(1.250-0.715)>0 .$$

The error thus rises from $q=\tfrac12$ to $q=1$. By the symmetry $q\leftrightarrow1-q$ it also rises from $q=\tfrac12$ to $q=0$, so the equally shared electron has the lowest error.

At that point the two brackets are $\tfrac12$ and $2(\tfrac12)^{4/3}=2^{-1/3}$, which gives

$$\Delta(\tfrac12,\infty)=\frac{0.6250}2-\frac{0.5361}{2^{1/3}}=0.3125-0.4255=-0.1130\ \text{Ry}.$$

The delocalisation error is

$$-0.1130-0.0889=-0.2019\ \text{Ry}=-2.75\ \text{eV}.$$

Sharing the electron halves the self-repulsion, but reduces the magnitude of LSDA exchange only by the factor $2^{-1/3}\approx0.79$. An error of too little cancellation becomes one of too much. The on-top density cannot signal the difference, because it is zero for every $q$.

## Part (e): the stretched ion

**Question.** The ground orbital of H$_2^+$ was computed in a Gaussian basis and used without further relaxation in two translated functionals, one from LSDA exchange and one from PBE (tPBE). The total energies in Ry are:

| $R$ (bohr) | Reference | LSDA exchange | tPBE |
|---:|---:|---:|---:|
| 2 | −1.2052 | −1.1201 | −1.2163 |
| 4 | −1.0921 | −1.0671 | −1.1504 |
| 8 | −1.0050 | −1.0524 | −1.1415 |
| 12 | −1.0003 | −1.0713 | −1.1614 |
| 20 | −1.0000 | −1.0880 | −1.1781 |

The reference is the expectation value of the true Hamiltonian. It differs from the exact energy at fixed nuclei through the finite basis, by up to about $10^{-4}$ Ry: the basis-set limits at 2, 4 and 8 bohr are $-1.2053$, $-1.0922$ and $-1.0051$ Ry. With the converged orbital the LSDA-exchange and tPBE totals move by less than $10^{-4}$ Ry, and the LSDA-exchange errors at 4 and 8 bohr quoted below become $+0.0251$ and $-0.0472$ Ry. The last digit of the table and of these errors is therefore uncertain by about one unit.

For PBE, the hydrogen atom has $E_{xc}[\rho_H,0]=-0.6238$ Ry, and the symmetric ion has $\Delta(\tfrac12,\infty)=-0.2031$ Ry. Explain the large-$R$ behaviour of the approximate curves. Does the good PBE result for the atom protect the stretched ion? Would self-consistent relaxation of the orbital raise the tPBE energy at 20 bohr?

**Model answer.** The symmetric ground orbital has $q=\tfrac12$. At large $R$ part (d) gives

$$E(R)\simeq-1+\Delta(\tfrac12,\infty)+\frac1{2R} .$$

The reference energy contributes no $1/R$ term, as shown in part (d). The last term comes only from $J$. The PBE energy, like LSDA exchange, is an integral of a function of the local density and its gradient, so with the overlap neglected each atomic region contributes alone and independently of $R$. The last term is therefore the same for both functionals. It is the repulsion between two halves of one electron, which the true Hamiltonian does not contain. Its derivative, $-1/(2R^2)$, is negative, so the approximate energy falls as the protons separate. The reference energy rises throughout the table, whereas both approximate energies fall from 8 bohr onwards.

For LSDA exchange at 20 bohr the formula gives

$$E\simeq-1-0.1130+\frac1{40}=-1.0880\ \text{Ry},$$

which agrees with the table. At 8 bohr it gives $-1-0.1130+0.0625=-1.0505$ Ry, against the computed $-1.0524$ Ry. The difference of about 0.002 Ry understates the inaccuracy of the large-distance formula there, because two deviations partly cancel: the reference energy lies about 0.005 Ry below $-1$ Ry, while the computed error, $-0.0473$ Ry, lies about 0.003 Ry above the predicted $-0.1130+0.0625=-0.0505$ Ry.

The LSDA-exchange error is $+0.0250$ Ry at 4 bohr and $-0.0473$ Ry at 8 bohr. It therefore passes through zero between them. Agreement with the reference at that crossing would come from a change of sign and would not show that the self-repulsion is treated correctly.

For PBE the atomic error is $0.6250-0.6238=0.0012$ Ry, which is much smaller than for LSDA exchange. The good atomic result does not protect the ion. The delocalisation error is

$$-0.2031-0.0012=-0.2043\ \text{Ry}=-2.78\ \text{eV},$$

nearly the same as for LSDA exchange. Accurate cancellation for one whole electron on one atom does not imply accurate cancellation for two half electrons.

The same contrast appears at finite distance. At 20 bohr, a state localised on one proton has a tPBE error of $+0.0012$ Ry, while the symmetric state has $-0.1781$ Ry. Their reference energies differ by less than $10^{-7}$ Ry. The functional therefore favours the shared electron by about 0.179 Ry where the true Hamiltonian has almost no preference.

Relaxation would not raise the tPBE energy. By part (b), $-1.1781$ Ry is the polarised Kohn-Sham energy of one trial orbital. The minimum over all orbitals cannot lie above it, so the self-consistent ground-state energy is also at least 0.178 Ry below the correct value of about $-1$ Ry, apart from small numerical errors.

The numerical check builds $\Pi$ from the two-particle density matrix and compares the translated energies with separately evaluated polarised Kohn-Sham energies. It also tests the formula for $\Delta(q,R)$ at 20 bohr for $q=\tfrac14$, $\tfrac12$ and $1$.

## Computed values

```
ON-TOP DENSITY AND TRANSLATION
largest |Pi|, one electron, H2+ grids: 0.0e+00 bohr^-6
largest Pi, two-electron determinant test: 9.034 (model)
largest |E(translated)-E(polarised KS)|: 2.3e-15 Ry
HYDROGEN ATOM, ANALYTIC DENSITY
J = 0.62500 Ry
LSDA exchange = -0.53607 Ry
PBE exchange-correlation = -0.62383 Ry
INFINITE SEPARATION: ERRORS AND DELOCALISATION ERROR
LSDA-x: error q=1: 0.08893 Ry; q=1/2: -0.11298 Ry
LSDA-x: difference -0.20191 Ry = -2.747 eV
LSDA-x: limit of symmetric curve -1.11298 Ry
PBE: error q=1: 0.00117 Ry; q=1/2: -0.20312 Ry
PBE: difference -0.20429 Ry = -2.780 eV
PBE: limit of symmetric curve -1.20312 Ry
SYMMETRIC H2+: R (bohr), then exact-in-basis E, J (Ry)
R=   2  E=-1.20522  J=0.66146
R=   4  E=-1.09208  J=0.45713
R=   8  E=-1.00504  J=0.37186
R=  12  E=-1.00032  J=0.35403
R=  20  E=-1.00002  J=0.33751
SYMMETRIC H2+, translated LSDA-x: E_ot, error, total E (Ry)
R=   2  -0.57630  0.08516  -1.12006
R=   4  -0.43211  0.02502  -1.06707
R=   8  -0.41918  -0.04733  -1.05237
R=  12  -0.42502  -0.07099  -1.07131
R=  20  -0.42546  -0.08795  -1.08797
SYMMETRIC H2+, translated PBE: E_ot, error, total E (Ry)
R=   2  -0.67256  -0.01110  -1.21633
R=   4  -0.51548  -0.05835  -1.15044
R=   8  -0.50835  -0.13649  -1.14153
R=  12  -0.51510  -0.16107  -1.16139
R=  20  -0.51559  -0.17809  -1.17811
H2+ AT R = 20 bohr: computed error / predicted error (Ry)
q=0.25 LSDA-x: -0.04032 / -0.04034
q=0.25 PBE: -0.12983 / -0.12985
q=0.50 LSDA-x: -0.08795 / -0.08798
q=0.50 PBE: -0.17809 / -0.17812
q=1.00 LSDA-x: 0.08892 / 0.08893
q=1.00 PBE: 0.00117 / 0.00117
spread of exact-in-basis E over these q: 5.8e-08 Ry
```
